# Random projection from differences of conductance pairs with nonzero mean

## A factor of 151

Take a simulated memory array with 64 input rows. Its conductances are random, with mean 2.27 µS and standard deviation \(\sigma=1.21\) µS. Apply a fixed set of voltages \(V_i\), none of them negative, read 128 columns, and add the squares of their currents. If the random part of the conductances alone set the result, the average sum would be \(128\,\sigma^2\sum_i V_i^2\). Averaged over 2000 arrays, it is 151 times larger.

Now give each column a partner drawn from the same law, and square the difference of the two currents. With the scale factor derived below, the average sum of squares is 0.996 times \(\sum_i V_i^2\), with a standard error of 0.003. No conductance has been made negative or had its mean removed. What has the subtraction done, and how far can one array be trusted to do it?

## One input, one pair

A voltage \(V\) drives two devices with conductances \(G^+\) and \(G^-\). Both columns are held at zero volts, so the currents are \(G^+V\) and \(G^-V\). The conductances are independent draws from one law with mean \(\mu\neq0\) and finite variance \(\sigma^2>0\). The symbol \(E\) denotes an average over these draws, that is, over many arrays and not over repeated readings of one array.

Let \(D=G^+-G^-\). Its mean is

\[
E[D]=\mu-\mu=0 .
\]

For the variance, write \(G^\pm=\mu+g^\pm\), where \(E[g^\pm]=0\). The two copies of \(\mu\) cancel in \(D=g^+-g^-\), so

\[
E[D^2]=E[(g^+)^2]-2E[g^+g^-]+E[(g^-)^2]=\sigma^2-0+\sigma^2=2\sigma^2 .
\]

The middle term vanishes because independence gives \(E[g^+g^-]=E[g^+]E[g^-]=0\). The differential current \(\Delta I=DV\) therefore obeys \(E[\Delta I^2]=2\sigma^2V^2\). The minus sign removes the mean, but the variances add, because a square does not see the sign.

**Limit: identical devices.** As \(\sigma\to0\) the differential current vanishes, however large \(\mu\) is. Device variability is the source of the signal here, and a perfectly uniform array would give zero differential current for every input.

## Many inputs, one pair of columns

With \(n\) inputs, row \(i\) holds a pair with difference \(D_i\), and the column wires add the currents: \(\Delta I=\sum_iD_iV_i\). All conductances are now independent, in different rows as well as within a pair. The voltages are chosen without knowledge of the draws, so they can be taken outside the average:

\[
E[\Delta I^2]=\sum_iV_i^2E[D_i^2]+\sum_{i\ne k}V_iV_kE[D_iD_k].
\]

For \(i\neq k\), independence gives \(E[D_iD_k]=E[D_i]E[D_k]=0\). What remains is

\[
E[\Delta I^2]=2\sigma^2\sum_iV_i^2=2\sigma^2\|V\|^2 .
\]

Compare a single column, \(I=\sum_iG_iV_i\). Here \(E[G_i^2]=\sigma^2+\mu^2\), while \(E[G_iG_k]=\mu^2\) for \(i\neq k\). Hence

\[
E[I^2]=(\sigma^2+\mu^2)\sum_iV_i^2+\mu^2\sum_{i\ne k}V_iV_k
=\sigma^2\|V\|^2+\mu^2\Big(\sum_iV_i\Big)^2 ,
\]

because the diagonal and off-diagonal \(\mu^2\) terms together make the complete square of the sum. Relative to the wanted part \(\sigma^2\|V\|^2\), the single-ended result is

\[
1+\frac{\mu^2}{\sigma^2}\,\frac{(\sum_iV_i)^2}{\|V\|^2}.
\]

**Two limits.** If the voltages add to zero, the second term vanishes and a single column, scaled by \(\sigma\), gives the correct mean squared length just as a pair does; this concerns the mean only, not the scatter between arrays. If all \(n\) voltages are equal, \((\sum_iV_i)^2=n\|V\|^2\), and the unwanted term grows in proportion to \(n\). A constant scale factor cannot repair this, since two vectors of equal length can have different sums.

## Many pairs and the scale factor

Let there be \(m\) pairs of columns, with \(D_{ij}=G^+_{ij}-G^-_{ij}\) for row \(i\) and pair \(j\). Define the outputs

\[
y_j=\frac{\Delta I_j}{\sigma\sqrt{2m}},\qquad \Delta I_j=\sum_iD_{ij}V_i .
\]

A current divided by a conductance is a voltage, so \(y\) and \(V\) share a unit. Adding the squares,

\[
E\|y\|^2=\frac{1}{2m\sigma^2}\sum_{j=1}^mE[\Delta I_j^2]
=\frac{m\,2\sigma^2\|V\|^2}{2m\sigma^2}=\|V\|^2 .
\]

This is the required result. The factor 2 comes from the two variances in a pair, and the factor \(m\) from the number of terms. The law of \(G\) need not be symmetric or Gaussian; a finite, nonzero variance is enough. "Projection" here means a random linear map to \(m\) outputs. It is not a projector in the sense of a matrix equal to its own square.

A small case can be enumerated completely. Let \(G\) take the values 1, 2 and 7 with probabilities 1/2, 1/3 and 1/6, apply inputs 2 and 3, and use two pairs of columns. Summing over every possible array in rational arithmetic gives \(E\|y\|^2=13=2^2+3^2\), although the law is skewed and has mean 7/3.

**Limit: repeated columns.** The sum over \(j\) used the average of each term, not independence between columns. If all \(m\) pairs of columns were copies of one pair, the mean would still be \(\|V\|^2\). The copies would carry no new information, however, and the scatter between arrays would not shrink. A correct mean says little about one array, so the scatter must be found separately.

## Distances and inner products

The same array acts on every input, and the map is linear. For a second vector \(U\), \(y(V)-y(U)=y(V-U)\), so the result applied to \(V-U\) reads

\[
E\|y(V)-y(U)\|^2=\|V-U\|^2 .
\]

Expanding both sides gives

\[
E\|y(V)\|^2+E\|y(U)\|^2-2E[y(V)\cdot y(U)]
=\|V\|^2+\|U\|^2-2V\cdot U .
\]

The squared lengths cancel, leaving \(E[y(V)\cdot y(U)]=V\cdot U\). Orthogonal inputs thus have outputs that are orthogonal on average, though not in each array.

The condition that inputs are chosen independently of the array matters here. If \(m<n\), the \(m\) equations \(\Delta I_j=0\) have a nonzero solution \(V\) for any given array. If voltages of both signs are allowed, someone who knows the conductances can choose that vector, and its projected length is zero. The average preserves the length of a vector fixed beforehand; it does not protect against one fitted to the device.

## How much one array scatters

The variance of \(\|y\|^2\) needs the fourth moment of \(D\), so assume that \(G\) has a finite fourth moment. Define its excess kurtosis \(\kappa\) by \(E[g^4]=(3+\kappa)\sigma^4\), which makes \(\kappa=0\) for a Gaussian. For the difference,

\[
E[D^4]=E[(g^+-g^-)^4]=2E[g^4]+6\sigma^4=(12+2\kappa)\sigma^4 .
\]

The terms with a cube times a first power vanish, since \(E[g^\pm]=0\). Dividing by \((2\sigma^2)^2=4\sigma^4\) gives \(3+\kappa/2\), so \(D\) has half the excess kurtosis of \(G\).

Next expand \(\Delta I^4=(\sum_iD_iV_i)^4\). A term in which some row appears just once has zero average. The terms left have one row four times, or two different rows twice each. There are three ways to pair four factors, so

\[
E[\Delta I^4]=\sum_iV_i^4E[D_i^4]+3\sum_{i\ne k}V_i^2V_k^2E[D_i^2]E[D_k^2].
\]

Insert the moments and use \(\sum_{i\ne k}V_i^2V_k^2=\|V\|^4-\sum_iV_i^4\):

\[
E[\Delta I^4]=4\sigma^4\Big[\Big(3+\frac{\kappa}{2}\Big)\sum_iV_i^4
+3\|V\|^4-3\sum_iV_i^4\Big]
=4\sigma^4\Big[3\|V\|^4+\frac{\kappa}{2}\sum_iV_i^4\Big].
\]

Subtracting \((E[\Delta I^2])^2=4\sigma^4\|V\|^4\) turns the 3 into a 2. Since \(y_j^2=\Delta I_j^2/(2m\sigma^2)\), the variance of one \(y_j^2\) is the result divided by \(4m^2\sigma^4\). Columns are now taken as independent, so their \(m\) variances add:

\[
\operatorname{Var}\|y\|^2=\frac{1}{m}\Big[2\|V\|^4+\frac{\kappa}{2}\sum_iV_i^4\Big].
\]

**Limit: one active input.** The relative variance becomes \((2+\kappa/2)/m\), and the shape of the device law matters fully. A coin-toss device with \(G=0\) or 1 provides a check by hand. It has \(\sigma^2=1/4\), \(E[g^4]=1/16\) and hence \(\kappa=-2\), so the formula predicts a relative variance of 1 for \(m=1\). Directly, \(D^2/(2\sigma^2)=2D^2\) is 0 or 2 with equal probability, and its variance is indeed 1.

**Limit: many comparable inputs.** For \(n\) equal voltages, \(\sum_iV_i^4/\|V\|^4=1/n\). At fixed \(\kappa\), the relative variance tends to \(2/m\) as \(n\) grows. The accuracy is then set by the number of pairs, not by the number of inputs.

Chebyshev's inequality turns the variance into a bound for one array:

\[
P\big(\,|\|y\|^2/\|V\|^2-1|\ge\epsilon\,\big)\le
\frac{\operatorname{Var}\|y\|^2}{\epsilon^2\|V\|^4}.
\]

## Numbers for a resistive array

The example uses a lognormal law, \(G=G_0e^{s\xi}\), where \(\xi\) is a standard Gaussian variable, \(G_0=2\) µS and \(s=0.5\). Since \(E[e^{ps\xi}]=e^{p^2s^2/2}\), setting \(w=e^{s^2}\) gives \(\mu=G_0\sqrt w\) and \(E[G^p]=\mu^pw^{p(p-1)/2}\). Therefore \(\sigma^2=\mu^2(w-1)\), and

\[
3+\kappa=\frac{w^6-4w^3+6w-3}{(w-1)^2}=w^4+2w^3+3w^2-3 .
\]

The values are \(\mu=2.266\) µS, \(\sigma=1.208\) µS and \(\kappa=5.90\).

The inputs are \(V_i=0.05(1+\cos\theta_i)\) V and \(U_i=0.04(1+\sin\theta_i)\) V, with \(\theta_i=2\pi i/64\) and \(i=0,\dots,63\). For the first, \(\sum_iV_i=3.2\) V and \(\|V\|^2=0.24\) V². The factor in the opening paragraph is then

\[
1+\frac{(2.266)^2}{(1.208)^2}\,\frac{(3.2)^2}{0.24}\approx151 .
\]

In the first simulated array, the first two columns carry 7.0180 µA and 6.7705 µA. Both currents lie near their common mean \(\mu\sum_iV_i\approx7.25\) µA. The difference is 0.2475 µA, compared with a predicted root-mean-square value of \(\sqrt2\,\sigma\|V\|=0.837\) µA. The scale is \(\sigma\sqrt{256}=19.32\) µS, so \(y_1=0.2475/19.32\) V, or 12.8 mV. All 128 pairs of this array give \(\|y\|^2=0.249\) V², which is 3.9 % above \(\|V\|^2\).

An error of this size is ordinary. With \(\sum_iV_i^4=1.75\times10^{-3}\) V⁴, the relative variance is

\[
\frac{1}{128}\Big[2+2.949\,\frac{1.75\times10^{-3}}{(0.24)^2}\Big]
=\frac{2.090}{128}=0.0163 ,
\]

and the relative standard deviation is 0.128. The simulated arrays give 0.126. The kurtosis contributes just 0.09 beside the Gaussian 2, because the voltage is spread over many rows. With 32 pairs instead of 128, and the same input, the standard deviation would double to about 0.26.

Chebyshev's bound for an error of at least 30 % is 0.18; the simulated fraction is 0.015. The bound is safe but loose, as it uses nothing but the variance.

For the two inputs, \(\|V-U\|^2=0.1376\) V². The mean ratio of projected to original squared distance is 0.997, with standard error 0.003. The mean inner product is 0.1276 V², with standard error 0.0005 V², against \(V\cdot U=0.1280\) V². The mean length ratio 0.996 lies about 1.6 standard errors below one, which is compatible with sampling scatter.

This array has more outputs than inputs, so it does not compress the vector. The derivation is the same for \(m<n\).

## When the partners are not equal and independent

Suppose that the two members of a pair have means differing by \(\delta\), variances \(\sigma_+^2\) and \(\sigma_-^2\), and covariance \(c\), while different rows remain independent. Then \(E[D]=\delta\) and \(\operatorname{Var}D=\sigma_+^2+\sigma_-^2-2c\). Repeating the single-column calculation with these values gives

\[
E[\Delta I^2]=(\sigma_+^2+\sigma_-^2-2c)\|V\|^2+\delta^2\Big(\sum_iV_i\Big)^2 .
\]

The two errors act differently. Take equal variances and correlation \(\rho=c/\sigma^2\). If \(\delta=0\), the squared length is multiplied by \(1-\rho\): a correlation of 0.1 costs 10 %. This is a change of scale, and it disappears if the measured variance of \(D\) replaces \(2\sigma^2\). An offset instead restores the dependence on the sum of the inputs. With \(\rho=0\), its relative contribution is \(\delta^2(\sum_iV_i)^2/(2\sigma^2\|V\|^2)\), or 0.75 % for an offset of 1 % of \(\mu\).

Read noise brings the mean back in another way. Let each device current be multiplied by \(1+r\eta\), where \(\eta\) has zero mean and unit variance and is drawn independently for each device and reading. The noise adds \(r^2E[G^2]V_i^2=r^2(\sigma^2+\mu^2)V_i^2\) per device. Two devices per pair, divided by \(2\sigma^2\), give

\[
E\|y\|^2=\|V\|^2\Big[1+r^2\Big(1+\frac{\mu^2}{\sigma^2}\Big)\Big].
\]

The mean conductance cancels in the signal but not in the noise, since the partners fluctuate separately. For \(r=0.03\) the excess is 0.4 %. When \(V\) and \(U\) are read in turn, both readings add noise, and the squared distance acquires \(r^2(1+\mu^2/\sigma^2)(\|V\|^2+\|U\|^2)\). This does not vanish as \(U\to V\), so sufficiently close vectors cannot be resolved from one reading of each. Here the excess is 1.2 % of \(\|V-U\|^2\). In this model, averaging the outputs over repeated readings reduces it, because the noise is drawn afresh each time. Noise that persists from one reading to the next would be reduced less.

## Wires, curved characteristics and heat

**Wires.** Let a row have \(N=2m\) devices of conductance \(g\), with resistance \(R\) in each wire segment. Let \(x\) run from 0 at the driver to 1 at the far end, and let \(v(x)\) be the local voltage relative to the drive. Treat the row as continuous and hold the columns at zero volts. With \(J\) the row current per volt of drive, Ohm's law and current conservation read \(v'=-RNJ\) and \(J'=-gNv\). Differentiating the first,

\[
v''=k^2v,\qquad k^2=RgN^2,\qquad v(0)=1,\quad v'(1)=0 .
\]

The last condition says that no current leaves the open end. The solution is \(v=\cosh[k(1-x)]/\cosh k\). A pair at position \(x\) has its squared differential current multiplied by \(v^2\), so the average squared length is multiplied by the mean of \(v^2\) along the row. Integrating \(\cosh^2\) gives this mean square

\[
\int_0^1v^2dx=\frac{1}{\cosh^2k}\Big[\frac12+\frac{\sinh2k}{4k}\Big]
=\frac12\Big[\frac{\tanh k}{k}+\frac1{\cosh^2k}\Big].
\]

For small \(k\) this is \(1-2k^2/3\) to leading order, and it tends to one as the wires become perfect.

With \(R=1\) Ω, \(g=\mu\) and \(N=256\), \(k^2=0.149\) and the factor is 0.909. Solving 20 of the random arrays with resistance in both rows and columns gives 0.900 relative to the same arrays with perfect wires. The line estimate therefore accounts for most of the loss. It omits the column wires and the scatter of the devices, whose shares were not separated.

The partners are neighbours in this layout. Since \(|v'|\le k\tanh k\le k^2\), their drives differ by at most about \(k^2/N=0.0006\) in this model, and the common current nearly cancels. If partners were placed far apart, their unequal drives would act like an offset \(\delta\).

**Curved characteristics.** Suppose the current is \(GV_0\sinh(V/V_0)\) in every device. The array then projects the vector with components \(f_i=V_0\sinh(V_i/V_0)\), and \(E\|y\|^2=\|f\|^2\). Expanding to the first correction, \(f_i^2\approx V_i^2+V_i^4/(3V_0^2)\). For \(V_0=0.25\) V this predicts an excess of \(1.75\times10^{-3}/(3\times0.0625\times0.24)=3.9\,\%\); the full function gives 4.0 %. Lower read voltages reduce this distortion.

**Heat.** If all conductances follow one activation energy \(E_a\), heating from \(T_0\) to \(T\) multiplies each by

\[
a=\exp\Big[\frac{E_a}{k_B}\Big(\frac1{T_0}-\frac1T\Big)\Big],
\]

where \(k_B\) is Boltzmann's constant. For \(E_a=0.05\) eV, \(T_0=300\) K and \(T=358\) K, \(a=1.37\). With the old scale factor, the squared length rises by \(a^2=1.87\). Recalibration replaces \(\sigma\) by \(a\sigma\) and removes the error in this model. If activation energies differed between devices, the conductances would not all change by one factor, and the heated array would be a different map, not a multiple of the old one. If the energies are also independent draws from one law, and the variance of the heated conductances is finite, these conductances still meet the conditions of the derivation, and their new standard deviation restores the average squared length.

## Beside a real array

The parameters are rough values meant to resemble HfO₂ resistive cells in their high-resistance state: conductances of microsiemens, a broad and skewed distribution, and read voltages of about a tenth of a volt. Real values vary widely with material, programming and cell size, and the high-resistance state can be much more resistive or more widely spread than here. A wider lognormal law raises \(\kappa\) and makes inputs concentrated on a few rows less reliable. The wire resistance, activation energy, \(V_0\) and noise level are likewise rough assumptions.

Among the departures sized here, heating with an unchanged scale moves the result most, by 87 % of the squared length. Wire loss at 1 Ω per segment and a pair correlation of 0.1 each cost about 10 %. The wire figure is sensitive to the assumed values, since \(k^2=RgN^2\): at 5 Ω per segment the line formula gives a factor of 0.66, a loss of about a third, and longer rows or more conductive cells raise it further. Correlation between the differences \(D_i\) of different rows was not sized; it would restore the cross terms that independence removed. The numerical output below lists the values for each effect separately, so they should not be read as a combined error budget.

## Computed results

```
inputs n = 64, output pairs m = 128
median conductance = 2.00 uS, log spread = 0.50
mean mu = 2.2663 uS, standard deviation sigma = 1.2078 uS
excess kurtosis of G = 5.898, of D = 2.949
sd of difference D = 1.7081 uS
V_i = 0.05(1+cos(2 pi i/64)) V, U_i = 0.04(1+sin(2 pi i/64)) V
largest V_i = 0.100 V, sum V_i = 3.200 V
|V|^2 = 0.2400 V^2, |U|^2 = 0.1536 V^2
sum V_i^4 = 1.750e-03 V^4
V.U = 0.1280 V^2, |V-U|^2 = 0.1376 V^2
scale sigma*sqrt(2m) = 19.3248 uS
array 1, pair 1: I+ = 7.0180 uA, I- = 6.7705 uA
array 1, pair 1: dI = 0.2475 uA, y = 12.808 mV
predicted rms dI = 0.8368 uA
array 1: |y|^2 = 0.2494 V^2, ratio = 1.0392
array 1: squared-distance ratio = 1.0368
number of simulated arrays = 2000
mean |y|^2/|V|^2 = 0.9956, standard error = 0.0028
sd of this ratio: simulated 0.1262, formula 0.1278
mean squared-distance ratio = 0.9972, standard error = 0.0028
sd of distance ratio: simulated 0.1259, formula 0.1273
mean y(V).y(U) = 0.1276 V^2, standard error = 0.0005 V^2
single-ended sum I^2/(m sigma^2 |V|^2): simulated 151.20, formula 151.22
chance of error >= 0.3: simulated 0.0150, Chebyshev bound 0.1814
Neglected effects, as factors on squared length (1 = no effect):
heating 300 K to 358 K, activation 0.05 eV: conductance x 1.368, squared length x 1.871
wire 1.0 ohm per segment, 20 arrays: x 0.8995
line estimate: k^2 = 0.1485, factor = 0.9092, discrete uniform row = 0.9086
sinh curve, V0 = 0.25 V: x 1.0396
pair correlation 0.10: x 0.9000
mean offset 1 % of mu = 0.0227 uS: x 1.0075
read noise 3 % per device: x 1.0041
read noise on squared distance, two reads: x 1.0116
```
